# Oxide thickness error in a Fowler-Nordheim barrier measurement

## Problem

An aluminium gate injects electrons into a silicon dioxide film grown on p-type silicon. The current density $J$ is recorded against the voltage $V$ across the oxide. To find the barrier height $\phi$ between the metal's Fermi level and the oxide conduction band, $V$ is converted to a field $F=V/t$, and $\ln(J/F^2)$ is plotted against $1/F$. The barrier follows from the slope, with the tunnelling mass $m$ taken as known.

The thickness used in the conversion is 5 percent too small: $t'=st$ with $s=0.95$, where $t$ is the true thickness.

(a) Derive the straight line and its slope.

(b) Show that the thickness error raises the inferred barrier by about 3.5 percent at fixed mass.

(c) Work this out for $t=10$ nm, $\phi=3.2$ eV, $m=0.4\,m_0$ and $V$ from 7 to 9 V, where $m_0$ is the free-electron mass. Compare the error with effects that the model leaves out.

**Conventions.** $V$ and $F$ are positive magnitudes and $q>0$ is the elementary charge. $V$ is the drop across the oxide alone: flat-band voltage and silicon band bending have been subtracted, and this correction is assumed not to depend on the assumed thickness. (If the band bending is itself computed from the field obtained with the wrong thickness, the rise found below changes slightly, from 3.48 to about 3.4 percent in the example.) A prime marks a quantity obtained with the wrong thickness. In formulas $\phi$ is an energy.

## Hints

1. Inside the oxide the barrier falls linearly with distance. Where does an electron at the Fermi level emerge, and what is the integral of its decay constant up to that point?
2. Electrons below the Fermi level see a higher barrier. Expand the exponent to first order in their depth; the sum over electrons then supplies the factor $F^2$.
3. The voltmeter and ammeter readings do not change when the thickness is mistyped. Write the new plot coordinates in terms of the old ones.
4. The slope is proportional to a power of $\phi$. Invert that power before inserting $s$.

## Full solution

### The tunnelling exponent

Measure $x$ from the metal into the oxide. Relative to an electron at the Fermi level, the barrier is $\phi-qFx$. It reaches zero at $x_e=\phi/(qF)$, which must lie inside the film. Since $F=V/t$, the condition $x_e<t$ means $qV>\phi$. Here the smallest voltage is 7 V and the barrier is 3.2 eV, so the condition holds. At 7 V the exit point is at $3.2/0.7=4.57$ nm, because 7 MV/cm is 0.7 V/nm.

For a parabolic oxide band the decay constant is $\sqrt{2m(\phi-qFx)}/\hbar$. The semiclassical transmission is $e^{-S}$, where $S$ is twice the integral of this constant:

$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^{x_e}\sqrt{\phi-qFx}\,dx .$$

Put $u=\phi-qFx$, so $dx=-du/(qF)$. The limits become $\phi$ and $0$, and the minus sign reverses them:

$$S=\frac{2\sqrt{2m}}{\hbar qF}\int_0^{\phi}u^{1/2}du
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar qF}\equiv\frac{B}{F},
\qquad B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3q\hbar}.$$

### The current

Take the emitter at zero temperature, with the same mass $m$ in metal and oxide. Momentum parallel to the interface is conserved, so the transverse energy is the same on both sides and tunnelling depends on the normal energy $E_x$ alone. Let $w=E_F-E_x$ be the depth of that energy below the Fermi level $E_F$. The barrier for this electron is $\phi+w$.

The current density is the charge times the normal velocity, summed over occupied states with two spins:

$$J=q\,\frac{2}{(2\pi)^3}\int dk_x\,v_x\,e^{-S(\phi+w)}\int d^2k_\perp .$$

Since $v_x=\hbar^{-1}dE_x/dk_x$, we have $v_x\,dk_x=dE_x/\hbar$. The occupied transverse states satisfy $\hbar^2k_\perp^2/2m<w$, a disc of area $2\pi mw/\hbar^2$. Therefore

$$J=q\,\frac{2}{8\pi^3}\,\frac{2\pi m}{\hbar^3}\int_0^\infty w\,e^{-S(\phi+w)}dw
=\frac{qm}{2\pi^2\hbar^3}\int_0^\infty w\,e^{-S(\phi+w)}dw .$$

The upper limit should be $E_F$, but deep electrons are so strongly suppressed that it may be moved to infinity. To first order in $w$,

$$S(\phi+w)\simeq\frac BF+cw,\qquad
c=\frac{dS}{d\phi}=\frac{2\sqrt{2m\phi}}{\hbar qF}.$$

With $\int_0^\infty we^{-cw}dw=1/c^2=\hbar^2q^2F^2/(8m\phi)$, the mass cancels from the prefactor:

$$J=\frac{q^3F^2}{16\pi^2\hbar\phi}\,e^{-B/F}.$$

Dividing by $F^2$ and taking the logarithm gives

$$\ln\frac{J}{F^2}=\ln\frac{q^3}{16\pi^2\hbar\phi}-B\,\frac1F ,$$

a straight line in $1/F$ with slope $-B$. (The logarithm presumes fixed units for $J$ and $F$; changing them shifts the line vertically.)

How straight is it? The next term in the expansion of $S$ is $\tfrac12S''w^2$, with $S''=c/(2\phi)$. It multiplies the integrand by approximately $1-cw^2/(4\phi)$. With weight $we^{-cw}$ the mean of $w^2$ is $6/c^2$, so the relative change of $J$ is $-3/(2c\phi)$. Since $c\phi=\tfrac32B/F$, this equals $-F/B$. In the example $B/F=30.91$ at 8 V, so the current should lie about 3.2 percent below the closed formula; the full energy sum gives a ratio of 0.9697. The effect on the slope is smaller still. The correction adds $-F/B=-1/(Bx)$ to the ordinate, with $x=1/F$, and its derivative is $F^2/B$. At 8 MV/cm this is 0.26 MV/cm out of 247.

### The effect of the wrong thickness

The same reading $V$ is now assigned the field

$$F'=\frac{V}{st}=\frac Fs .$$

With $s<1$ the field is overestimated. The plot coordinates become

$$\frac1{F'}=s\,\frac1F,\qquad
\ln\frac{J}{F'^2}=\ln\frac{s^2J}{F^2}=\ln\frac{J}{F^2}+2\ln s .$$

Every point moves down by the same amount, which cannot alter a slope. The horizontal axis is compressed by $s$, which makes the line steeper:

$$B'=\frac Bs .$$

This also holds for a least-squares line through scattered or slightly curved data. With $x=1/F$ and $y=\ln(J/F^2)$, its slope is $\sum(x-\bar x)(y-\bar y)/\sum(x-\bar x)^2$. Under the change, the numerator gains a factor $s$ and the denominator a factor $s^2$. The ratio of the two fitted slopes therefore does not depend on the current law.

Solving the definition of $B$ for the barrier gives

$$\phi=\left(\frac{3q\hbar B}{4\sqrt{2m}}\right)^{2/3}.$$

At fixed $m$, replacing $B$ by $B/s$ yields

$$\boxed{\frac{\phi'}{\phi}=s^{-2/3}}$$

For $s=0.95$, $1/s=1.0526$ and $(1.0526)^{2/3}=1.0348$. The inferred barrier is 3.48 percent too high, as was to be shown.

For a small fractional underestimate $\varepsilon=1-s$,

$$(1-\varepsilon)^{-2/3}=1+\tfrac23\varepsilon+\tfrac59\varepsilon^2+\cdots .$$

The linear term gives 3.33 percent and the quadratic term adds 0.14 percent. The wording of the error matters at this level. If the true thickness is 1.05 times the assumed one, the rise is 3.31 percent. If the assumed thickness is 5 percent too large, the barrier comes out 3.20 percent too low.

### Why the slope does not give the error away

Insert $F=V/t$ into the exponent:

$$S=\frac{4\sqrt{2m}}{3\hbar q}\,\frac{\phi^{3/2}t}{V}.$$

The barrier and thickness enter only through $\phi^{3/2}t$. A film of thickness $st$ with barrier $s^{-2/3}\phi$ has the same exponent at every voltage in this regime, so a thinner film with a higher barrier mimics the real one.

The intercept is different in principle. The wrong conversion moves the data down by $2\ln s=-0.103$, whereas the formula with barrier $\phi'$ predicts a shift of $-\ln(\phi'/\phi)=\tfrac23\ln s=-0.034$. The mismatch of 0.068 corresponds to about 7 percent in current. To exploit it one would need the emitting area and the theoretical prefactor to better than that, and the corrections below show that this simple prefactor is not nearly so good. The slope would also have to be known to better than about 0.2 percent in the example below, because the intercept is an extrapolation from the measured fields to $1/F=0$.

### A limit where the power changes

If $qV<\phi$, the electron crosses the whole film and the barrier is a trapezoid. The integral then stops at $x=t$, where $u=\phi-qV$:

$$S=\frac{4\sqrt{2m}\,t}{3\hbar qV}
\left[\phi^{3/2}-(\phi-qV)^{3/2}\right].$$

For $qV\ll\phi$ the bracket tends to $\tfrac32\phi^{1/2}qV$, and $S\to2t\sqrt{2m\phi}/\hbar$. A barrier inferred from this exponent at fixed mass obeys $\sqrt{\phi'}\,st=\sqrt\phi\,t$, so $\phi'/\phi=s^{-2}$. The same thickness error would then raise it by 10.8 percent. This is the limiting value for $V\to0$; for a 3.2 eV barrier the rise is about 7.2 percent at 2 V and 4.8 percent at 3 V. The regime matters only for much thinner films: in a 10 nm film the model current at 3 V is of order $10^{-29}$–$10^{-28}$ A/cm², far too small to measure. The power $-2/3$ belongs to the triangular barrier.

### Numbers for the 10 nm film

The data are currents from the energy sum, without the first-order expansion, at 21 equally spaced voltages. Three of the points are given here, with $J$ in A/cm² and $F$ in MV/cm inside the logarithms.

| $V$ (V) | $J$ (A/cm²) | $\ln(J/F^2)$ | $\ln(J/F'^2)$ |
|---|---|---|---|
| 7 | $1.04\times10^{-8}$ | −22.2713 | −22.3739 |
| 8 | $1.12\times10^{-6}$ | −17.8588 | −17.9614 |
| 9 | $4.39\times10^{-5}$ | −14.4277 | −14.5303 |

With the true thickness the end points have $F=7$ and $9$ MV/cm, so

$$B\simeq\frac{22.2713-14.4277}{1/7-1/9}
=\frac{7.8436}{0.031746}=247.07\ \text{MV/cm}.$$

With 9.5 nm the ordinate difference is the same, but the abscissa difference is $0.95\times0.031746=0.030159$:

$$B'\simeq\frac{7.8436}{0.030159}=260.08\ \text{MV/cm}.$$

The fits through all 21 points give the same two values. The slope has risen by 5.26 percent. The closed formula gives $B=247.30$ MV/cm for 3.2 eV, so the barriers are

$$3.2\left(\frac{247.07}{247.30}\right)^{2/3}=3.198\ \text{eV},\qquad
3.2\left(\frac{260.08}{247.30}\right)^{2/3}=3.309\ \text{eV}.$$

The thickness error raises the result by 0.111 eV ($1.78\times10^{-20}$ J), or 3.48 percent. The 0.002 eV by which the first value misses its input is the slight curvature estimated above.

### Beside a real oxide

The barrier and mass are rough typical values for aluminium on thermally grown silicon dioxide. The top field, 9 MV/cm, is 0.90 of a rough breakdown field of 10 MV/cm, so a real film may wear or fail during such a sweep. The following shifts are model estimates, made one at a time and relative to the 3.198 eV found with the correct thickness.

- **Temperature.** At 300 K the current at 8 V is 1.28 times larger and the inferred barrier falls by 1.1 percent. The lower slope means that heating raises the current by a larger factor at the low-field end.
- **Image force.** With a relative permittivity of 2.1 the current at 8 V grows twelvefold, yet the barrier read from the slope falls by only 0.7 percent. A factor common to all fields moves the intercept alone, and this one varies little over the sweep.
- **Wave reflection.** Solving the wave equation for the triangular barrier, with one mass and a metal Fermi energy of 11 eV, multiplies the current by 1.69 and moves the barrier by 0.02 percent. Reflection at the far interface is left out of these figures. Treated as fully coherent, with one mass and a 3.1 eV step, it would make the factor oscillate between about 1.5 and 1.9 over the sweep and move the barrier by about 0.14 percent.
- **Trapped charge.** A fixed sheet of $10^{12}$ electrons per cm² at mid-film lowers the field at the metal by 0.23 MV/cm. The inferred barrier rises by 4.2 percent.
- **Silicon voltage drop.** Leaving a constant 0.2 V of silicon band bending in $V$ raises the barrier by 3.5 percent. This value is a low illustration. At these fields the accumulated p-type surface is degenerate, and the band bending depends on the doping and grows with the field. A classical Fermi–Dirac estimate without quantisation gives about 0.3 V for $10^{17}$ cm⁻³ and about 0.4 V for $10^{15}$ cm⁻³, with shifts of roughly 4 and 6 percent.
- **Mass.** Taking $m$ 10 percent too large lowers the barrier by 3.1 percent, since $\phi\propto m^{-1/3}$ at given $B$.

The last three, between 3.1 and 4.2 percent in size, are comparable with the thickness error of 3.5 percent. A correct thickness therefore does not by itself give a barrier good to 1 percent, and errors of opposite sign can hide one another. Trapping deserves particular care: at 1 s per point the sweep injects about 149 µC/cm², while the assumed sheet holds about 0.16 µC/cm². Capturing roughly one electron in a thousand would build a sheet of this order. That fraction is the trap density times the capture cross-section: $10^{12}$ traps per cm² give it for a large cross-section of $10^{-15}$ cm², but only $10^{-5}$ for $10^{-17}$ cm². If the charge grows during the sweep, even the sign of the shift can change, because most of the charge is injected at the highest voltages. With a capture fraction of about one in a thousand, the model gives about −3.5 percent for an upward sweep and about +4.9 percent for a downward one.

## Variation 1: the barrier is known and the mass is inferred

*The same data are used to find $m$, with $\phi$ held at its true value. What does the thickness error do?*

The slope still changes to $B'=B/s$. At fixed $\phi$, $B\propto m^{1/2}$, so

$$\sqrt{\frac{m'}{m}}=\frac1s,\qquad \frac{m'}{m}=s^{-2}=\frac1{0.9025}=1.108 .$$

The inferred mass is 10.8 percent too large, about $0.44\,m_0$ instead of $0.40\,m_0$. The mass is more sensitive than the barrier because it enters the slope with the power $1/2$ rather than $3/2$. The slope fixes only the product $m^{1/2}\phi^{3/2}$, so it cannot decide which of the two should absorb the error.

## Variation 2: the oxide band is not parabolic

*Suppose the decay constant at an energy $E$ below the conduction band edge is $\sqrt{2mE(1-E/E_g)}/\hbar$, with a rough gap $E_g=9$ eV. The slope is analysed with this same relation and the same $m$. Is the error still 3.5 percent?*

The substitution used for the parabolic band now gives

$$B=\frac{2\sqrt{2m}}{q\hbar}\,I(\phi),\qquad
I(\phi)=\int_0^\phi\sqrt{E\left(1-\frac E{E_g}\right)}\,dE .$$

The wrong thickness again produces $B/s$, but $B$ is no longer proportional to $\phi^{3/2}$. Its local power is

$$p=\frac{d\ln B}{d\ln\phi}
=\frac{\phi\sqrt{\phi(1-\phi/E_g)}}{I(\phi)} .$$

At 3.2 eV the nonparabolic slope is 218.97 MV/cm, against 247.30 MV/cm for the parabolic band. Their ratio, 0.885, is $I(\phi)$ divided by $\tfrac23\phi^{3/2}$. Hence

$$p=\frac32\,\frac{\sqrt{1-3.2/9}}{0.885}=1.36 .$$

The estimated barrier ratio is $(1/0.95)^{1/1.36}=1.038$. Solving $I(\phi')=I(\phi)/s$ numerically gives a rise of 3.85 percent. The result is thus a little larger than in the parabolic case, because the slope depends less steeply on the barrier.

The choice of band matters more than this difference suggests. If 218.97 MV/cm were read with the parabolic formula and the same mass, the barrier would come out at 2.95 eV, or 7.8 percent below 3.2 eV, even with the correct thickness. If the mass is instead fitted with the parabolic formula at the known barrier of 3.2 eV, it absorbs the whole discrepancy in the slope: it comes out at $0.885^2\times0.40\,m_0\approx0.31\,m_0$. A quoted mass should therefore be used with the band relation for which it was determined.

## Calculated quantities

```
true thickness: 10.0 nm
assumed thickness: 9.5 nm
input barrier: 3.20 eV
tunnelling mass: 0.40 m0
closed-formula B: 247.30 MV/cm
V (V); J (A/cm2); F, F' (MV/cm); ln(J/F^2), ln(J/F'^2)
  7.0; 1.042e-08; 7.000, 7.368; -22.2713, -22.3739
  8.0; 1.123e-06; 8.000, 8.421; -17.8588, -17.9614
  9.0; 4.392e-05; 9.000, 9.474; -14.4277, -14.5303
summed J / closed-formula J at 8 V: 0.9697
exponent B/F at 8 V: 30.91
exit point at 7 V: 4.57 nm
fitted B, true thickness: 247.07 MV/cm
fitted B, assumed thickness: 260.08 MV/cm
rise of B: 5.26 %
vertical shift of plot: -0.1026
inferred barrier, true thickness: 3.1980 eV
inferred barrier, assumed thickness: 3.3092 eV
rise of barrier: 0.1112 eV
rise of barrier: 3.48 %
linear estimate of rise: 3.33 %
barrier change, thickness 5 % too large: -3.20 %
barrier change, true = 1.05 x assumed: 3.31 %
mass change if barrier is fixed instead: 10.80 %
Neglected effects: barrier shift (%); current or J-data factor at 8 V
  temperature 300 K: -1.13 %; 1.282
  image force: -0.69 %; 12.076
  wave reflection: +0.02 %; 1.689
  trapped charge: +4.19 %; 0.375
  silicon drop left in: +3.50 %; 1.000
image-force permittivity used: 2.1
Fermi energy used for reflection: 11.0 eV
trapped electrons at mid-film: 1.0e+12 cm^-2
cathode field lost to them: 0.232 MV/cm
silicon drop left in: 0.2 V
barrier shift, mass taken 10 % too large: -3.13 %
oxide gap for nonparabolic band: 9.0 eV
nonparabolic B at input barrier: 218.97 MV/cm
parabolic reading of that slope: 2.951 eV (-7.79 %)
thickness-error rise, nonparabolic inversion: 3.85 %
rough breakdown field: 10 MV/cm
top field / breakdown field: 0.90
charge injected, 1 s per point, 21 points: 149.3 uC/cm2
```
